# Spin-Wave Threshold of a Circular Nanocontact by Bessel–Hankel Matching: a numerical check

```python
"""Spin-wave threshold of a normally magnetized circular nanocontact.

Result under test: with an outgoing wave outside the contact, the first
self-sustained mode has k*R near 1.2 when a = alpha*omega*R^2/D -> 0.

Symbols (lengths in units of the contact radius R, rates in units of D/R^2):
  psi = m_x - i m_y ~ exp(-i omega t),  D = 2 gamma A / Ms (exchange stiffness)
  S = torque rate inside the contact,   a = damping rate alpha*omega
  X = (omega - omega0),  P = X + i a = p^2 outside,  Q = P - i S = q^2 inside
  omega0 = gamma mu0 (H - Ms), the uniform precession frequency
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import fsolve, brentq
from scipy.special import jv, jvp, hankel1, h1vp, jn_zeros


def mismatch(P, Q):
    p, q = np.sqrt(complex(P)), np.sqrt(complex(Q))
    return (q * jv(1, q) * hankel1(0, p)
            - p * hankel1(1, p) * jv(0, q))


def solve_threshold(damping, guess):
    """damping(X) gives a; returns the real pair X, S."""
    def equations(v):
        P = v[0] + 1j * damping(v[0])
        f = mismatch(P, P - 1j * v[1])
        return [f.real, f.imag]
    root = fsolve(equations, guess, xtol=1e-13)
    assert np.max(np.abs(equations(root))) < 1e-9
    return root


# ---- low-damping limit -------------------------------------------------
X0, S0 = solve_threshold(lambda X: 0.0, [1.4, 1.9])
x0 = np.sqrt(X0)
Q0 = X0 - 1j * S0
q0 = np.sqrt(Q0)
log_slope = q0 * jv(1, q0) / jv(0, q0)
assert 1.15 < x0 < 1.25

# power balance: torque input inside equals radiated flux
power_in = S0 * quad(lambda r: abs(jv(0, q0 * r) / jv(0, q0))**2 * r, 0, 1)[0]
power_out = 2 / (np.pi * abs(hankel1(0, x0))**2)
assert abs(power_in / power_out - 1) < 1e-8

# weak-damping slopes from the eigenvalue derivative dP/dS
dPdS = X0 * (Q0 + log_slope**2) / (S0 * log_slope**2)
slope_S = 1 / dPdS.imag
slope_X = dPdS.real / dPdS.imag
step = 1e-3
plus = solve_threshold(lambda X: step, [X0, S0])
minus = solve_threshold(lambda X: -step, [X0, S0])
numeric_slopes = (plus - minus) / (2 * step)
assert np.allclose(numeric_slopes, [slope_X, slope_S], atol=1e-4)


# ---- number of growing modes by the argument principle ----------------
def growing_modes(order, S):
    low, top, right = 1e-4, 1.1 * S, 100.0
    x = np.linspace(0, right, 10001)
    y = np.linspace(low, top, 2000)
    P = np.concatenate([x + 1j * low, right + 1j * y,
                        x[::-1] + 1j * top, 1j * y[::-1]])
    p, q = np.sqrt(P), np.sqrt(P - 1j * S)
    f = (q * jvp(order, q) * hankel1(order, p)
         - jv(order, q) * p * h1vp(order, p)) * (p / q)**order
    turn = np.angle(f[1:] / f[:-1])
    assert np.max(np.abs(turn)) < 1.5
    return int(round(np.sum(turn) / (2 * np.pi)))


count_below = [growing_modes(n, 0.98 * S0) for n in range(6)]
count_above = [growing_modes(n, 1.02 * S0) for n in range(6)]
assert count_below == [0] * 6
assert count_above == [1] + [0] * 5

# ---- worked example: round model parameters ---------------------------
e, hbar, mu0, kB = const.e, const.hbar, const.mu_0, const.k
gamma = 2 * const.physical_constants["Bohr magneton"][0] / hbar
B_sat, B_app, A, alpha = 0.8, 1.4, 1e-11, 0.01
thick, R, eta = 3e-9, 20e-9, 0.3
T_room, R_contact = 300.0, 10.0
Ms = B_sat / mu0
D = 2 * gamma * A / Ms
omega0 = gamma * (B_app - B_sat)
GHz = 2 * np.pi * 1e9


def current(S, radius):
    s = S * D / radius**2
    return 2 * np.pi * e * Ms * thick * radius**2 * s / (gamma * hbar * eta)


def contact_threshold(radius, damp):
    W0 = omega0 * radius**2 / D
    a_guess = damp * (W0 + X0)
    return solve_threshold(lambda X: damp * (W0 + X),
                           [X0 + slope_X * a_guess, S0 + slope_S * a_guess])


X, S = contact_threshold(R, alpha)
rate_unit = D / R**2
omega = omega0 + X * rate_unit
a = alpha * omega / rate_unit
p = np.sqrt(X + 1j * a)
I_th = current(S, R)
I_limit = 4 * np.pi * S0 * e * A * thick / (hbar * eta)
for radius in (10e-9, 40e-9):
    S_weak = contact_threshold(radius, 1e-7)[1]
    assert abs(current(S_weak, radius) / I_limit - 1) < 1e-4

# ---- linearization checked on the full vector equation of motion ------
s_test, k_test = 1.3 * S * rate_unit, 1.2 / R
z = np.array([0.0, 0.0, 1.0])


def velocity(mx, my):
    m = np.array([mx, my, np.sqrt(1 - mx**2 - my**2)])
    B = (B_app - B_sat * m[2]) * z
    B = B - D * k_test**2 / gamma * np.array([mx, my, 0.0])
    torque = (-gamma * np.cross(m, B)
              + s_test * np.cross(m, np.cross(m, z)))
    cross = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]], [-m[1], m[0], 0]])
    return np.linalg.solve(np.eye(3) - alpha * cross, torque)[:2]


h = 1e-5
jacobian = np.column_stack([(velocity(h, 0) - velocity(-h, 0)) / (2 * h),
                            (velocity(0, h) - velocity(0, -h)) / (2 * h)])
lam = np.linalg.eigvals(jacobian)[0]
omega_lin = (omega0 + D * k_test**2 + 1j * s_test) / (1 + 1j * alpha)
assert abs(lam.real - omega_lin.imag) < 1e-6 * abs(omega_lin)
assert abs(abs(lam.imag) - omega_lin.real) < 1e-6 * abs(omega_lin)

# ---- independent road: Bessel modes of a large disc, no matching ------
disc, n_modes = 110.0, 380
zeros = jn_zeros(0, n_modes)
kappa = zeros / disc
norm = np.sqrt(2) / (disc * np.abs(jv(1, zeros)))


def overlap(profile, r_max):
    nodes, weights = np.polynomial.legendre.leggauss(60)
    r, w = 0.5 * r_max * (nodes + 1), 0.5 * r_max * weights
    g = profile(r) * r * w
    g = g * 0.5 / np.sum(g)          # same total current in every profile
    basis = norm[:, None] * jv(0, np.outer(kappa, r))
    return (basis * g) @ basis.T


def disc_threshold(rates, M):
    def leading(S_try):
        w = np.linalg.eigvals(np.diag(rates) + 1j * S_try * M) / (1 + 1j * alpha)
        return w[np.argmax(w.imag)]
    S_root = brentq(lambda v: leading(v).imag, 0.8 * S, 1.4 * S, xtol=2e-4)
    return S_root, leading(S_root).real


W0 = omega0 / rate_unit
sharp = overlap(np.ones_like, 1.0)
local_rates = W0 + kappa**2
S_disc, W_disc = disc_threshold(local_rates, sharp)
assert abs(S_disc / S - 1) < 5e-3
assert abs((W_disc - W0) / X - 1) < 1e-2


# ---- effects left out of the model ------------------------------------
def dipolar(k):                      # circular part of the dipolar rate
    y = k * thick / R
    return 0.5 * gamma * B_sat / rate_unit * (1 - (1 - np.exp(-y)) / y)


S_dip, W_dip = disc_threshold(local_rates + dipolar(kappa), sharp)
k_dip = brentq(lambda k: W0 + k**2 + dipolar(k) - W_dip, 1e-3, 5)
elliptic = dipolar(k_dip)**2 / (2 * W_dip) * rate_unit
ramp = thick / R
spread = overlap(lambda r: np.clip((1 + ramp - r) / (2 * ramp), 0, 1), 1 + ramp)
S_spread, W_spread = disc_threshold(local_rates, spread)
B_oersted = mu0 * I_th / (2 * np.pi * R)
tilt_oersted = B_oersted / (B_app - B_sat)
volume = np.pi * R**2 * thick
tilt_thermal = np.sqrt(2 * kB * T_room / (Ms * volume * omega / gamma))
lorenz = np.pi**2 / 3 * (kB / e)**2
T_hot = np.sqrt(T_room**2 + (I_th * R_contact)**2 / (4 * lorenz))

# ---- output -------------------------------------------------------------
print("LOW-DAMPING LIMIT (dimensionless)")
print(f"kR = {x0:.5f}, X0 = (kR)^2 = {X0:.5f}")
print(f"S0 = s R^2/D = {S0:.5f}")
print(f"inside wavenumber q = {q0:.5f}")
print(f"matched ratio q J1/J0 = {log_slope:.5f}")
print(f"matched ratio p H1/H0 = {x0 * hankel1(1, x0) / hankel1(0, x0):.5f}")
print(f"power in = {power_in:.6f}, radiated = {power_out:.6f}")
print(f"dP/dS = {dPdS:.5f}")
print(f"dS/da = {slope_S:.5f}, dX/da = {slope_X:.5f}")
print(f"same from solved roots: {numeric_slopes[1]:.5f}, {numeric_slopes[0]:.5f}")
print(f"growing modes l=0..5 at 0.98 S0: {count_below}")
print(f"growing modes l=0..5 at 1.02 S0: {count_above}")
print("APPROACH TO THE LIMIT: a, Re(p), S")
for a_try in (0.001, 0.01, 0.1, 0.3, 1.0):
    Xa, Sa = solve_threshold(lambda v: a_try,
                             [X0 + slope_X * a_try, S0 + slope_S * a_try])
    print(f"{a_try:6.3f} {np.sqrt(Xa + 1j * a_try).real:.4f} {Sa:.4f}")
print("EXAMPLE INPUTS")
print(f"mu0 Ms = {B_sat} T, mu0 H = {B_app} T, A = {A * 1e12:.0f} pJ/m")
print(f"alpha = {alpha}, eta = {eta}, g = 2")
print(f"thickness = {thick * 1e9:.0f} nm, R = {R * 1e9:.0f} nm")
print("EXAMPLE RESULTS")
print(f"Ms = {Ms / 1e3:.1f} kA/m, D = {D * 1e6:.4f} mm^2/s")
print(f"D/R^2 = {rate_unit / 1e9:.3f} 1/ns")
print(f"omega0/2pi = {omega0 / GHz:.3f} GHz")
print(f"threshold frequency = {omega / GHz:.3f} GHz")
print(f"a = {a:.4f}, X = {X:.4f}, S = {S:.4f}")
print(f"linear law for S = {S0 + slope_S * a:.4f}")
print(f"Re(p) = kR = {p.real:.4f}, Im(p) = {p.imag:.4f}")
print(f"wavelength = {2 * np.pi * R / p.real * 1e9:.1f} nm")
print(f"amplitude decay length = {R / p.imag * 1e9:.0f} nm")
print(f"torque rate s = {S * rate_unit / 1e9:.2f} 1/ns")
print(f"threshold current = {I_th * 1e3:.3f} mA")
print(f"current density = {I_th / (np.pi * R**2) / 1e4:.3e} A/cm^2")
print(f"low-damping current = {I_limit * 1e3:.3f} mA")
print(f"disc calculation: S = {S_disc:.4f}, X = {W_disc - W0:.4f}")
print("RADIUS (nm), a, kR, current (mA)")
for radius in (10e-9, 20e-9, 40e-9, 80e-9):
    Xr, Sr = contact_threshold(radius, alpha)
    ar = alpha * (omega0 * radius**2 / D + Xr)
    kr = np.sqrt(Xr + 1j * ar).real
    assert 1.0 < kr < 2.5
    print(f"{radius * 1e9:4.0f} {ar:.4f} {kr:.4f} {current(Sr, radius) * 1e3:.3f}")
print("NEGLECTED EFFECTS")
print(f"dipolar: current {current(S_dip, R) * 1e3:.3f} mA, kR = {k_dip:.3f}")
print(f"dipolar: frequency {W_dip * rate_unit / GHz:.2f} GHz")
print(f"elliptical part dropped: about {elliptic / GHz:.3f} GHz")
print(f"edge ramp R-{thick * 1e9:.0f} to R+{thick * 1e9:.0f} nm: "
      f"{current(S_spread, R) * 1e3:.3f} mA")
print(f"edge ramp: frequency {W_spread * rate_unit / GHz:.2f} GHz")
print(f"Oersted field at edge = {B_oersted * 1e3:.1f} mT")
print(f"Oersted tilt scale = {tilt_oersted:.3f} rad")
print(f"thermal tilt at {T_room:.0f} K = {tilt_thermal:.3f} rad")
print(f"hottest point for {R_contact:.0f} ohm contact = {T_hot:.0f} K")
print("OK")
```

Output:

```
LOW-DAMPING LIMIT (dimensionless)
kR = 1.19483, X0 = (kR)^2 = 1.42762
S0 = s R^2/D = 1.86286
inside wavenumber q = 1.37379-0.67800j
matched ratio q J1/J0 = 0.46014-1.26203j
matched ratio p H1/H0 = 0.46014-1.26203j
power in = 1.262028, radiated = 1.262028
dP/dS = 0.81157+0.99575j
dS/da = 1.00426, dX/da = 0.81503
same from solved roots: 1.00426, 0.81503
growing modes l=0..5 at 0.98 S0: [0, 0, 0, 0, 0, 0]
growing modes l=0..5 at 1.02 S0: [1, 0, 0, 0, 0, 0]
APPROACH TO THE LIMIT: a, Re(p), S
 0.001 1.1952 1.8639
 0.010 1.1982 1.8729
 0.100 1.2279 1.9626
 0.300 1.2885 2.1587
 1.000 1.4646 2.8273
EXAMPLE INPUTS
mu0 Ms = 0.8 T, mu0 H = 1.4 T, A = 10 pJ/m
alpha = 0.01, eta = 0.3, g = 2
thickness = 3 nm, R = 20 nm
EXAMPLE RESULTS
Ms = 636.6 kA/m, D = 5.5255 mm^2/s
D/R^2 = 13.814 1/ns
omega0/2pi = 16.795 GHz
threshold frequency = 20.092 GHz
a = 0.0914, X = 1.4995, S = 1.9540
linear law for S = 1.9546
Re(p) = kR = 1.2251, Im(p) = 0.0373
wavelength = 102.6 nm
amplitude decay length = 536 nm
torque rate s = 26.99 1/ns
threshold current = 3.731 mA
current density = 2.969e+08 A/cm^2
low-damping current = 3.557 mA
disc calculation: S = 1.9526, X = 1.4976
RADIUS (nm), a, kR, current (mA)
  10 0.0336 1.2062 3.621
  20 0.0914 1.2251 3.731
  40 0.3222 1.2948 4.162
  80 1.2437 1.5173 5.837
NEGLECTED EFFECTS
dipolar: current 4.345 mA, kR = 1.266
dipolar: frequency 21.32 GHz
elliptical part dropped: about 0.023 GHz
edge ramp R-3 to R+3 nm: 3.759 mA
edge ramp: frequency 20.02 GHz
Oersted field at edge = 37.3 mT
Oersted tilt scale = 0.062 rad
thermal tilt at 300 K = 0.069 rad
hottest point for 10 ohm contact = 323 K
OK
```
